# Spin-Channel Field Distribution of a Single Hubbard Site: a numerical check

```python
"""
Single Hubbard site, H = U n_up n_dn - mu (n_up + n_dn), U > 0, decoupled by
one real field phi (an energy) coupled to the spin m = n_up - n_dn.
Results under test, with nu = mu - U/2, c = cosh(nu/kT), u = U/kT:
  Z = 1 + 2 exp(mu/kT) + exp((2 mu - U)/kT) follows from the field integral;
  the field density is a sum of three Gaussians centred at 0, +U and -U;
  it has exactly two maxima when u > 1 + c (half filling: kT < U/2).
Energies are in meV and temperatures in K.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import xlogy

K_B = constants.k / constants.e * 1000.0  # meV per K


def log_weight(phi, U, nu, kT):
    """Log of Gaussian factor times the two one-spin traces."""
    return (-phi**2 / (2 * U * kT) + np.logaddexp(0, (nu + phi) / kT)
            + np.logaddexp(0, (nu - phi) / kT))


def field_integral(U, nu, kT):
    """Return Z and the second moment of phi by quadrature."""
    edge = U + 12 * np.sqrt(U * kT)
    phi = np.linspace(-edge, edge, 8001)
    w = np.exp(log_weight(phi, U, nu, kT)) / np.sqrt(2 * np.pi * U * kT)
    step = phi[1] - phi[0]
    return w.sum() * step, (w * phi**2).sum() / w.sum()


def density(phi, U, nu, kT):
    z = field_integral(U, nu, kT)[0]
    return np.exp(log_weight(phi, U, nu, kT)) / np.sqrt(2 * np.pi * U * kT) / z


def fock_trace(U, nu, kT):
    """Return Z and <m^2> from 4x4 matrices of fermion operators."""
    a = np.array([[0.0, 1.0], [0.0, 0.0]])
    c_up = np.kron(a, np.eye(2))
    c_dn = np.kron(np.diag([1.0, -1.0]), a)
    n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
    H = U * n_up @ n_dn - (nu + U / 2) * (n_up + n_dn)
    rho = expm(-H / kT)
    m = n_up - n_dn
    return np.trace(rho), np.trace(rho @ m @ m) / np.trace(rho)


def find_maxima(U, nu, kT):
    """Locate maxima with phi >= 0 on a grid; return total count and list.
    All stationary points satisfy |phi| < U, so 1.2 U is a safe edge."""
    phi = np.linspace(0, 1.2 * U, 4001)
    f = log_weight(phi, U, nu, kT)
    inner = np.where((f[1:-1] > f[:-2]) & (f[1:-1] > f[2:]))[0] + 1
    places = [0.0] if f[0] > f[1] else []
    count = len(places) + 2 * len(inner)
    for i in inner:
        best = minimize_scalar(lambda p: -log_weight(p, U, nu, kT),
                               bounds=(phi[i - 1], phi[i + 1]),
                               method="bounded", options={"xatol": 1e-9})
        places.append(best.x)
    return count, places


# Gaussian identity for every eigenvalue of m
U = 100.0
for T in (150.0, 300.0, 900.0):
    kT = K_B * T
    edge = U + 12 * np.sqrt(U * kT)
    phi = np.linspace(-edge, edge, 8001)
    for m in (-1, 0, 1):
        g = np.exp(-phi**2 / (2 * U * kT) + phi * m / kT)
        lhs = g.sum() * (phi[1] - phi[0]) / np.sqrt(2 * np.pi * U * kT)
        assert abs(lhs / np.exp(U * m**2 / (2 * kT)) - 1) < 1e-10

# Partition function, three-Gaussian density and second moment
for T in (150.0, 300.0, 900.0):
    for nu in (-70.0, 0.0, 40.0):
        kT = K_B * T
        mu = nu + U / 2
        z_field, phi2 = field_integral(U, nu, kT)
        z_trace, m2 = fock_trace(U, nu, kT)
        z_formula = 1 + 2 * np.exp(mu / kT) + np.exp((2 * mu - U) / kT)
        assert abs(z_field / z_trace - 1) < 1e-9
        assert abs(z_formula / z_trace - 1) < 1e-9
        assert abs(phi2 / (U * kT + U**2 * m2) - 1) < 1e-9
        p = np.linspace(-2 * U, 2 * U, 81)

        def gauss(x):
            return np.exp(-x**2 / (2 * U * kT)) / np.sqrt(2 * np.pi * U * kT)

        mix = (1 - m2) * gauss(p) + m2 / 2 * (gauss(p - U) + gauss(p + U))
        assert np.allclose(density(p, U, nu, kT), mix, rtol=1e-8, atol=1e-15)

# Series of the numerator of h'(x), h = sinh x / (x (c + cosh x))
x, c = sp.symbols("x c", positive=True)
h = sp.sinh(x) / (x * (c + sp.cosh(x)))
numerator = sp.cancel(sp.diff(h, x) * x**2 * (c + sp.cosh(x))**2)
assert sp.simplify(sp.diff(numerator, x).subs(x, 0)) == 0
for k in range(1, 6):
    derivative = sp.diff(numerator, x, 2 * k + 1).subs(x, 0)
    assert sp.expand(derivative - (2 * k * c - 4**k)) == 0

# Number of maxima on both sides of u = 1 + c, counted on the raw weight
for c_val in (1.0, 1.5, 2.0, 3.0, 5.0, 12.0):
    nu_scaled = np.arccosh(c_val)
    above = find_maxima(1.03 * (1 + c_val), nu_scaled, 1.0)[0]
    below = find_maxima(0.97 * (1 + c_val), nu_scaled, 1.0)[0]
    assert above == 2
    assert below == (1 if c_val <= 2 else 3)

# Peak position at half filling
kT = K_B * 300.0
peak_root = brentq(lambda p: p - U * np.tanh(p / (2 * kT)), 0.2 * U, 1.1 * U)
assert abs(find_maxima(U, 0.0, kT)[1][0] - peak_root) < 1e-3


# Hartree-Fock: product state with one electron, minimized over m
def hartree_fock_m(U, kT):
    m = np.linspace(0, 1, 20001)
    up, dn = (1 + m) / 2, (1 - m) / 2
    entropy = -2 * (xlogy(up, up) + xlogy(dn, dn))
    return m[np.argmin(U * up * dn - kT * entropy)]


assert hartree_fock_m(U, 1.05 * U / 4) == 0
m_hf = hartree_fock_m(U, 0.95 * U / 4)
assert m_hf > 0.1
assert abs(m_hf - np.tanh(U * m_hf / (4 * 0.95 * U / 4))) < 1e-3

# Temperature window away from half filling
nu_off = 40.0
r = nu_off / U
y_star = brentq(lambda y: y * np.tanh(y / 2) - 1, 0.5, 3)
r_star = 1 / np.sinh(y_star)
u_middle = y_star / r


def excess(u):
    return u - 1 - np.cosh(r * u)


u_hot = brentq(excess, 1.0, u_middle)
u_cold = brentq(excess, u_middle, 20.0)
T_hot, T_cold = U / (K_B * u_hot), U / (K_B * u_cold)
assert find_maxima(U, nu_off, K_B * T_hot * 1.01)[0] == 1
assert find_maxima(U, nu_off, K_B * T_hot * 0.99)[0] == 2
assert find_maxima(U, nu_off, K_B * T_cold * 1.01)[0] == 2
assert find_maxima(U, nu_off, K_B * T_cold * 0.99)[0] == 3
for factor, expected in ((0.98, True), (1.02, False)):
    found = any(find_maxima(U, factor * r_star * U, U / u)[0] == 2
                for u in np.linspace(1, 12, 221))
    assert found == expected

# Worked example
print(f"U = {U:.1f} meV, k_B = {K_B:.7f} meV/K")
print(f"Half filling: mu = {U / 2:.1f} meV")
T_bimodal = U / (2 * K_B)
print(f"bimodal below T = {T_bimodal:.2f} K")
print(f"Hartree-Fock polarizes below T = {U / (4 * K_B):.2f} K")
print(f"Hartree-Fock m at 300 K = {hartree_fock_m(U, K_B * 300):.4f}")
for T in (900.0, 300.0):
    kT = K_B * T
    z_field, phi2 = field_integral(U, 0.0, kT)
    z_trace, m2 = fock_trace(U, 0.0, kT)
    count, places = find_maxima(U, 0.0, kT)
    print(f"-- half filling, T = {T:.0f} K")
    print(f"kT = {kT:.4f} meV, U/kT = {U / kT:.4f}")
    print(f"Z from trace = {z_trace:.6f}")
    print(f"Z from field integral = {z_field:.6f}")
    print(f"singly occupied weight <m^2> = {m2:.5f}")
    print(f"Gaussian width sqrt(U kT) = {np.sqrt(U * kT):.3f} meV")
    print(f"rms field = {np.sqrt(phi2):.3f} meV")
    print(f"number of maxima = {count}")
    print(f"maximum at |phi| = {places[-1]:.3f} meV")
    print(f"P(0) = {density(0.0, U, 0.0, kT):.6f} per meV")
    print(f"P(maximum) = {density(places[-1], U, 0.0, kT):.6f} per meV")

print(f"-- off half filling, nu = {nu_off:.1f} meV, r = {r:.2f}")
print(f"window in U/kT: {u_hot:.4f} to {u_cold:.4f}")
print(f"two maxima between T = {T_cold:.2f} K and {T_hot:.2f} K")
print(f"y* = {y_star:.5f}, largest r with a window r* = {r_star:.5f}")
for T in (600.0, 300.0, 150.0):
    kT = K_B * T
    count, places = find_maxima(U, nu_off, kT)
    c_val = np.cosh(nu_off / kT)
    print(f"T = {T:.0f} K: U/kT = {U / kT:.4f}, 1+c = {1 + c_val:.4f}")
    print(f"  maxima: {count}, outermost |phi| = {places[-1]:.3f} meV")
kT = K_B * 150.0
outer = find_maxima(U, nu_off, kT)[1][-1]
valley = minimize_scalar(lambda p: log_weight(p, U, nu_off, kT),
                         bounds=(0.05 * U, outer), method="bounded").x
print(f"150 K: P(0) = {density(0.0, U, nu_off, kT):.6f} per meV")
print(f"150 K: minimum at |phi| = {valley:.2f} meV")
print(f"150 K: P(minimum) = {density(valley, U, nu_off, kT):.6f} per meV")
print(f"150 K: P(outer) = {density(outer, U, nu_off, kT):.6f} per meV")
print(f"150 K: <m^2> = {fock_trace(U, nu_off, kT)[1]:.5f}")
print("finished without a failed check")
```

Output:

```
U = 100.0 meV, k_B = 0.0861733 meV/K
Half filling: mu = 50.0 meV
bimodal below T = 580.23 K
Hartree-Fock polarizes below T = 290.11 K
Hartree-Fock m at 300 K = 0.0000
-- half filling, T = 900 K
kT = 77.5560 meV, U/kT = 1.2894
Z from trace = 5.810813
Z from field integral = 5.810813
singly occupied weight <m^2> = 0.65581
Gaussian width sqrt(U kT) = 88.066 meV
rms field = 119.640 meV
number of maxima = 1
maximum at |phi| = 0.000 meV
P(0) = 0.003118 per meV
P(maximum) = 0.003118 per meV
-- half filling, T = 300 K
kT = 25.8520 meV, U/kT = 3.8682
Z from trace = 15.835442
Z from field integral = 15.835442
singly occupied weight <m^2> = 0.87370
Gaussian width sqrt(U kT) = 50.845 meV
rms field = 106.406 meV
number of maxima = 2
maximum at |phi| = 95.067 meV
P(0) = 0.001982 per meV
P(maximum) = 0.003586 per meV
-- off half filling, nu = 40.0 meV, r = 0.40
window in U/kT: 2.5829 to 5.4095
two maxima between T = 214.52 K and 449.28 K
y* = 1.54340, largest r with a window r* = 0.44774
T = 600 K: U/kT = 1.9341, 1+c = 2.3145
  maxima: 1, outermost |phi| = 0.000 meV
T = 300 K: U/kT = 3.8682, 1+c = 3.4557
  maxima: 2, outermost |phi| = 83.480 meV
T = 150 K: U/kT = 7.7363, 1+c = 12.0612
  maxima: 3, outermost |phi| = 98.964 meV
150 K: P(0) = 0.002272 per meV
150 K: minimum at |phi| = 28.31 meV
150 K: P(minimum) = 0.002153 per meV
150 K: P(outer) = 0.004552 per meV
150 K: <m^2> = 0.81226
finished without a failed check
```
